# Scalar ZORA as a Helmholtz Fixed Point, Tested on a Radial Grid

## A case that can be seen through

Take one electron in the field of a point charge \(Z\), without relativity. Gaussian units are used, \(V=-Ze^2/r\) is the potential energy, and \(a_0=\hbar^2/(me^2)\). For \(E<0\), multiply the Schrödinger equation by \(2m/\hbar^2\) and put the potential on the right:

\[
(-\nabla^2+\mu^2)\psi=-\frac{2m}{\hbar^2}V\psi=\frac{2Z}{a_0r}\psi,
\qquad \mu^2=-\frac{2mE}{\hbar^2}>0 .
\]

The operator on the left has a decaying inverse \(G_\mu\), which is convolution with \(e^{-\mu R}/(4\pi R)\). A bound state is therefore a fixed point of \(T\psi=G_\mu(2Z/a_0r)\psi\), which suggests repeated substitution.

Whether this converges depends on the eigenvalues \(\lambda\) of \(T\) at fixed \(\mu\). They obey

\[
\lambda(-\nabla^2+\mu^2)\psi=\frac{2Z}{a_0r}\psi .
\]

Division by \(\lambda\) gives a hydrogen problem with charge \(Z/\lambda\). Its decay constants are \(\mu=Z/(\lambda na_0)\), so \(\lambda=Z/(n\mu a_0)\). At the 1s energy, \(\mu=Z/a_0\) and \(\lambda=1,\tfrac12,\tfrac13,\ldots\). The value 1 belongs to the solution, and the slowest error is halved at each step. At the 2s energy the values are \(2,1,\tfrac23,\ldots\), so an admixture of the first mode doubles. Both features return below.

## What goes wrong when the kinetic factor is left in place

Scalar ZORA, the zeroth-order regular approximation without spin-orbit coupling, replaces the equation by

\[
h\psi=-\frac{\hbar^2}{2m}\nabla\cdot(K\nabla\psi)+V\psi=E\psi,
\qquad \frac1K=1-\frac{V}{2mc^2}.
\]

Here \(E\) excludes the rest energy, and \(V\) is local, vanishes at infinity and stays below \(2mc^2\). Then \(K>0\) wherever \(V\) is finite. Far away \(K\to1\); in a deep attractive potential \(K\) is small.

The naive scheme writes \(K=1+(K-1)\) and puts the second part into the source:

\[
(-\nabla^2+\mu^2)\psi=
\nabla\cdot[(K-1)\nabla\psi]-\frac{2m}{\hbar^2}V\psi .
\]

This is correct but makes a poor iteration. Consider an error of large wavenumber \(k\) where \(K\) is nearly constant. The first source term is \((K-1)\nabla^2\psi\simeq(1-K)k^2\psi\), and the inverse operator divides by about \(k^2\). The error is multiplied by \(1-K\), however short its wavelength. For the nucleus used below, \(K=0.0624\) at the origin, so this estimate gives 0.938: such an error loses about 6% per step. The second derivative in the source also amplifies grid noise, and the inverse merely undoes that amplification.

The cure is to make the coefficient of the highest derivative equal to one before inverting anything.

## Dividing out the factor

The product rule gives \(\nabla\cdot(K\nabla\psi)=K\nabla^2\psi+\nabla K\cdot\nabla\psi\). Insert this, divide by \(K\), and use \(\nabla K/K=\nabla\ln K\):

\[
-\frac{\hbar^2}{2m}\left[\nabla^2\psi+\nabla\ln K\cdot\nabla\psi\right]
+\frac VK\psi=\frac EK\psi .
\]

The right side is not a constant times \(\psi\), but it contains one:

\[
\frac EK=E-\frac{EV}{2mc^2}.
\]

Keep the constant \(E\) with the Laplacian and move the rest to the source. Multiplication by \(2m/\hbar^2\) yields

\[
(-\nabla^2+\mu^2)\psi=S_E[\psi],
\]

\[
S_E[\psi]=\nabla\ln K\cdot\nabla\psi
-\frac{2m}{\hbar^2}\left[\frac VK+\frac{EV}{2mc^2}\right]\psi .
\]

The gradient of \(K\) needs no separate approximation. From \(\ln K=-\ln(1-V/2mc^2)\),

\[
\nabla\ln K=\frac{K\nabla V}{2mc^2}.
\]

The homogeneous Helmholtz equation has no nonzero solution that is regular everywhere and decays, so the bound state satisfies

\[
\psi=G_\mu S_E[\psi].
\]

Conversely, applying \(-\nabla^2+\mu^2\) and multiplying by \(K\) restores the ZORA equation. The rewriting adds no approximation. As \(c\to\infty\) at fixed finite \(V\), \(K\to1\) and the opening equation returns.

The source now has first derivatives only. For a short wave in a smooth potential the gradient term grows like \(k\), and \(G_\mu\) removes \(k^2\), so the error falls like \(1/k\). This is the gain from the division.

In a mean-field calculation the factor may be built from a local potential \(W\) while the full potential operator \(\hat V\) includes nonlocal exchange. With \(1/K=1-W/(2mc^2)\), the same steps give the bracket \(K^{-1}\hat V\psi+EW\psi/(2mc^2)\). The factor \(K^{-1}\) stands to the left of \(\hat V\), because the whole equation was divided from the left. The numerical case here has \(W=V\).

## Applying the inverse on a radial grid

For a spherical potential, an angular momentum component \(l\) with source \(s(r)\) obeys

\[
-\frac1{r^2}(r^2\psi')'+\frac{l(l+1)}{r^2}\psi+\mu^2\psi=s.
\]

The homogeneous solutions are the modified spherical Bessel functions \(i_l(\mu r)\), regular at the origin, and \(k_l(\mu r)\), decaying at infinity. Normalise them by

\[
i_l(x)k_l'(x)-i_l'(x)k_l(x)=-\frac1{x^2}.
\]

For \(l=0\) this means \(i_0=\sinh x/x\) and \(k_0=e^{-x}/x\). Try the kernel \(C\,i_l(\mu r_<)k_l(\mu r_>)\), to be integrated with \(r'^2dr'\). Its slope must jump by \(-1/r'^2\) at \(r=r'\). The Wronskian gives a jump \(C\mu[-1/(\mu r')^2]=-C/(\mu r'^2)\), so \(C=\mu\). Hence

\[
\psi(r)=\mu\left[k_l(\mu r)I_<(r)+i_l(\mu r)I_>(r)\right],
\]

\[
I_<=\int_0^r i_l(\mu r')s(r')r'^2dr',\qquad
I_>=\int_r^\infty k_l(\mu r')s(r')r'^2dr'.
\]

The next source needs \(\psi'\). Differentiating the integration limits gives \(\mu[k_li_l-i_lk_l]r^2s=0\), leaving

\[
\psi'(r)=\mu^2\left[k_l'(\mu r)I_<(r)+i_l'(\mu r)I_>(r)\right].
\]

No finite difference of the orbital is required.

## What one substitution does

Multiply \((h-E)\psi\) by \((2m/\hbar^2)K^{-1}\). By the derivation above, the result is \((-\nabla^2+\mu^2)\psi-S_E[\psi]\). Apply \(G_\mu\) and write \(T_E\psi=G_\mu S_E[\psi]\):

\[
T_E\psi=\psi-\frac{2m}{\hbar^2}G_\mu K^{-1}(h-E)\psi .
\]

One substitution is thus a residual correction with preconditioner \((2m/\hbar^2)G_\mu K^{-1}\). The factor \(K^{-1}\) enlarges the correction near the nucleus, where the kinetic operator is weak. The division changes the route to the solution, not the eigenfunctions of \(h\).

The energy should come from the original symmetric operator. Integration by parts, with vanishing surface terms, gives

\[
E[\psi]=\frac{\int\left[(\hbar^2/2m)K|\nabla\psi|^2+V|\psi|^2\right]d^3r}{\int|\psi|^2d^3r}.
\]

If \(\psi=\phi+\delta\), where \(h\phi=E_0\phi\), \(\phi\) is normalised and \(\delta\) is orthogonal to it, then

\[
E[\psi]-E_0=\frac{\langle\delta|h-E_0|\delta\rangle}{1+\langle\delta|\delta\rangle}.
\]

The linear terms vanish because \((h-E_0)\phi=0\). The changing energy therefore does not affect the linear convergence factor. One cycle is:

1. From \(\psi,\psi'\) and \(E<0\), form \(S_E[\psi]\).
2. Apply \(G_\mu\) to obtain \(T_E\psi\) and its derivative.
3. Replace \(\psi\) by \((1-\omega)\psi+\omega T_E\psi\), and \(\psi'\) likewise.
4. Project out lower states if needed, normalise, and recompute \(E\).

Without projection, an error mode with eigenvalue \(\lambda\) of \(T_{E_0}\) is multiplied by \(1-\omega+\omega\lambda\). The mode \(\lambda=1\) is \(\phi\) itself, and normalisation disposes of it. The largest modulus among the others sets the late convergence. Since \(T\) is not symmetric, \(\lambda\) may be complex and early errors may behave differently.

## A heavy one-electron case

Take \(Z=50\) and a Gaussian nuclear charge,

\[
V(r)=-\frac{Ze^2}{r}\operatorname{erf}\left(\frac rb\right),
\qquad b=10^{-4}\ \text{bohr}.
\]

These are round model parameters. Define \(r_K=Ze^2/(2mc^2)=1.331\times10^{-3}\) bohr, the radius at which a point charge would give \(K=1/2\). Since \(\operatorname{erf}x\simeq2x/\sqrt\pi\) at small \(x\),

\[
\frac1{K(0)}=1+\frac{2r_K}{\sqrt\pi\,b}
=1+\frac{2(13.31)}{1.772}=16.02,
\]

which is the \(K(0)=0.0624\) used earlier.

Starting from the nonrelativistic exponential \(e^{-Zr/a_0}\), undamped substitution (\(\omega=1\)) gives energies \(-1324.708\), \(-1337.998\), \(-1339.998\) and \(-1340.535\) hartree at steps 0 to 3. The final value is \(-1340.694\) hartree, or \(-36482.1\) eV. The errors relative to it are 15.986, 2.696, 0.696 and 0.159 hartree.

The reference energy comes from shooting on the undivided differential equation, and agreement within a relative \(10^{-8}\) is tested. At the shooting energies of 1s, 2s and 2p, the discretised \(T\) has an eigenvalue within \(3\times10^{-13}\) of 1. The 2p case also exercises the \(l=1\) kernel.

Among s modes, the only ones a spherical start excites, the largest other eigenvalue for 1s is 0.476, close to the nonrelativistic \(1/2\). The leading \(l=1\) mode at the same energy lies slightly higher, at 0.487, and would set the rate for a non-spherical error. The observed factor is 0.477. Half mixing, \(\omega=1/2\), should give \((1+0.476)/2=0.738\), and the iteration shows 0.738. To bring the largest change in \(\psi\), relative to its maximum, below \(10^{-10}\) takes 29 undamped steps and 67 half-mixed ones. For this nucleus damping is a cost.

## Keeping an excited state

At the 2s energy the largest other eigenvalue is 2.033, the relativistic counterpart of the opening value 2. Half mixing still gives \((1+2.033)/2=1.516\), so the unwanted component grows. A half-mixed run from a nonrelativistic 2s function indeed ends at the 1s energy.

Projecting out 1s removes this growth. The reason is clear for \(K=1\). Let \(P\) project onto functions orthogonal to both 1s and 2s, the latter direction being handled by normalisation. Among s functions, \(A=P(h-E_{2s})P\) is positive there. The projected map is \(P-(2m/\hbar^2)(PG_\mu P)A\). The product of two positive operators is similar to \(A^{1/2}(PG_\mu P)A^{1/2}\), which is positive, so no eigenvalue of the map exceeds 1. This does not bound the eigenvalues from below, and for \(K\neq1\) the extra factor \(K^{-1}\) spoils the symmetry. There the evidence is numerical: the half-mixed, projected run converges to \(-329.339\) hartree, the 2s shooting energy. This run stays among s functions. At the 2s energy the leading \(l=1\) mode, the counterpart of the nearby 2p level, has \(\lambda=0.988\). Projecting out 1s leaves it untouched, so a p-type error would decay only very slowly.

## A second failure: shrinking the nucleus

The division has moved the difficulty into the source, where the gradient term and a local term both become singular as the nucleus shrinks. For \(b\ll r\ll r_K\) the potential is that of a point charge and \(K\simeq r/r_K\), so \((\ln K)'\simeq1/r\). Let \(\beta=Ze^2/(\hbar c)\), here 0.3649. The leading local part of the source follows from \(V/K=V-V^2/(2mc^2)\):

\[
\frac{2m}{\hbar^2}\frac{V^2}{2mc^2}=\frac{V^2}{\hbar^2c^2}=\frac{\beta^2}{r^2}.
\]

The remaining terms are less singular. To see the trouble, take an s wave \(\psi=1+C\ln r\) with \(C\) of order \(\beta^2\). To that order the source is \((C+\beta^2)/r^2\), while \(-\nabla^2\ln r=-1/r^2\). One substitution therefore gives

\[
C_{\text{new}}=-(C+\beta^2).
\]

The fixed point is \(C=-\beta^2/2\), but a deviation from it merely changes sign. Starting from \(C=0\), the sequence is \(0,-\beta^2,0,\ldots\). Half mixing reaches \(-\beta^2/2\) in one step. This picture needs \(C\ln r\) to stay small across the interval, that is \(\beta^2\ln(r_K/b)\ll1\). For \(Z=50\) and \(b=10^{-8}\) bohr this product is about 1.6, the clean alternation is lost, and the general powers below are needed.

For a general power \(r^a\), the source is \((a+\beta^2)r^{a-2}\) and \(-\nabla^2r^a=-a(a+1)r^{a-2}\). The local eigenvalue equation \(\lambda(-\nabla^2)\psi=S\) gives

\[
\lambda=-\frac{a+\beta^2}{a(a+1)},
\qquad \lambda a^2+(\lambda+1)a+\beta^2=0 .
\]

Setting \(\lambda=1\) gives the regular exponent \(a=-1+\sqrt{1-\beta^2}\) of the physical solution.

An error mode combines both roots so as to meet conditions at the two ends of the interval, whose logarithmic length is \(L=\ln(r_K/b)\). Write \(a_1-a_2=iq\). The squared difference of the roots is

\[
\frac{(\lambda+1)^2-4\lambda\beta^2}{\lambda^2}=-q^2,
\]

so that

\[
(1+q^2)\lambda^2+2(1-2\beta^2)\lambda+1=0 .
\]

On a long interval both powers can matter at both ends only if their ratio stays of order one, which makes \(q\) nearly real. Apart from a common power of \(r\), the combination oscillates as \(\sin(\tfrac12q\ln r+\text{phase})\), and its slowest mode fits half a wave into the interval: \(q\simeq2\pi/L\). For real \(q\) and \(0<\beta<1\) the two \(\lambda\) are complex conjugates. Their product and sum give

\[
|\lambda|^2=\frac1{1+q^2},\qquad
\operatorname{Re}\lambda=-(1-2\beta^2)|\lambda|^2 .
\]

As \(b\to0\), \(L\to\infty\) and \(|\lambda|\to1\): the undamped scheme loses its convergence margin, though slowly: for large \(L\), \(1-|\lambda|\simeq q^2/2\simeq2\pi^2/L^2\). At each end the full equation, which contains the complex \(\lambda\), fixes the logarithmic slope of the mode. For small \(q\) this shifts the phase of the sine by a complex amount proportional to \(q\), which replaces \(L\) by \(L+\delta\) with complex \(\delta\). Then \(q\simeq2\pi/(L+\delta)\) has an imaginary part of order \(L^{-2}\), and \(q^2\) has one of order \(L^{-3}\), which shifts the second relation by the same order.

Among s modes the slowest modulus is 0.476, 0.732 and 0.869 for \(b=10^{-4},10^{-6},10^{-8}\) bohr. The first value is the positive real mode met earlier, since the complex pair there has modulus only 0.37; the other two belong to the complex family. Solving the differential eigenproblem for \(\lambda\) confirms the last value and extends the sequence to 0.953 and 0.977 at \(10^{-12}\) and \(10^{-16}\) bohr. These tiny radii are probes of the limit, not nuclear models. For the smallest, \(L=30.2\), \(q\simeq0.208\), and the estimate \(1/\sqrt{1+q^2}\) is 0.979. The computed \(\operatorname{Re}\lambda\) differs from \(-(1-2\beta^2)|\lambda|^2\) by 6.2%, 1.5% and 0.5% of the latter at \(10^{-8}\), \(10^{-12}\) and \(10^{-16}\) bohr, so at \(10^{-8}\) the relation is still only a rough guide.

Mixing now earns its cost. At \(b=10^{-16}\) bohr the slow mode is \(\lambda=-0.704+0.677i\), and

\[
\left|\frac{1+\lambda}{2}\right|
=\frac{\sqrt{0.296^2+0.677^2}}2=0.37 .
\]

A positive mode near \(1/2\), like the one found at \(b=10^{-4}\) bohr, would be slowed to about \(3/4\). The choice of \(\omega\) balances the two families; a small nucleus favours damping, and the nucleus of the example does not.

## What the converged energy means

For s states and a point nucleus the ZORA energy has a closed form. Eliminating the small component from the Dirac equation gives

\[
\boldsymbol\sigma\cdot\mathbf p\,
\frac{c^2}{2mc^2+E_D-V(r)}\,
\boldsymbol\sigma\cdot\mathbf p\,\phi=[E_D-V(r)]\phi .
\]

Put \(\Lambda=1+E_D/(2mc^2)\) and \(r=r'/\Lambda\). Then \(\mathbf p=\Lambda\mathbf p'\) and \(V(r)=\Lambda V(r')\), and the denominator becomes \(\Lambda[2mc^2-V(r')]\). The left side carries \(\Lambda^2/\Lambda=\Lambda\). Dividing by \(\Lambda\) leaves the ZORA equation with energy \(E_D/\Lambda\). Its spin-orbit term is proportional to \(\boldsymbol\sigma\cdot\mathbf L\) and vanishes for \(l=0\), so scalar ZORA gives the same s energies:

\[
E_{\text{ZORA}}=\frac{E_D}{1+E_D/(2mc^2)} .
\]

For 1s, \(E_D=-1294.626\) hartree and \(2mc^2=37557.7\) hartree, so

\[
E_{\text{ZORA}}=\frac{-1294.626}{1-0.034470}=-1340.845\ \text{hartree},
\]

as point-nucleus shooting confirms. The finite nucleus raises this by 0.152 hartree. The much larger gap of 46.2 hartree between ZORA and Dirac, 3.6% of the Dirac energy, belongs to the ZORA Hamiltonian. Tighter iteration or a finer grid cannot remove it. The model also leaves out electron interaction, nuclear recoil and quantum-electrodynamic corrections. The full set of values is in the numerical output.

## Table of computed values

```
Nuclear charge Z: 50 (dimensionless)
Nuclear radius b: 1.0e-04 bohr
Speed of light c: 137.035999 atomic units
Coupling beta: 0.364868 (dimensionless)
Relativistic radius r_K: 1.331284e-03 bohr
Kinetic factor K at origin: 0.062414 (dimensionless)
Radial nodes: 576; outer radius: 1.20 bohr
Nonrelativistic point 1s energy: -1250.00000 hartree
Dirac point 1s energy: -1294.62615 hartree
ZORA point 1s, formula: -1340.84549 hartree
ZORA point 1s, shooting: -1340.84549 hartree
ZORA point 2s, formula: -329.35796 hartree
ZORA point 2s, shooting: -329.35796 hartree
Finite-nucleus 1s, shooting: -1340.69397 hartree
Finite-nucleus 2s, shooting: -329.33869 hartree
Finite-nucleus 2p, shooting: -321.33954 hartree
1s unit-eigenvalue error: 1.15e-13 (dimensionless)
2s unit-eigenvalue error: 9.84e-14 (dimensionless)
2p unit-eigenvalue error: 2.28e-13 (dimensionless)
Plain 1s energy, step 0: -1324.70783 hartree
Plain 1s energy, step 1: -1337.99814 hartree
Plain 1s energy, step 2: -1339.99830 hartree
Plain 1s energy, step 3: -1340.53457 hartree
Plain 1s energy, step 5: -1340.68575 hartree
Plain 1s energy, step 10: -1340.69396 hartree
Plain 1s steps: 29 (count)
Plain factor, spectrum: 0.4761 (dimensionless)
Plain factor, iteration: 0.4766 (dimensionless)
Half-mixed 1s steps: 67 (count)
Half-mixed factor, spectrum: 0.7381 (dimensionless)
Half-mixed factor, iteration: 0.7378 (dimensionless)
Final 1s energy: -1340.69397 hartree
Final 1s energy: -36482.14 eV
Final 1s decay constant mu: 51.78212 1/bohr
Largest other eigenvalue for 2s: 2.03261 (dimensionless)
Projected 2s final energy: -329.33869 hartree
Unprojected 2s start ends at: -1340.69397 hartree
Matrix, b=1e-04 bohr: slow eigenvalue 0.47613 +0.00000i, modulus 0.47613
Matrix, b=1e-06 bohr: slow eigenvalue -0.46244 +0.56684i, modulus 0.73154
Matrix, b=1e-08 bohr: slow eigenvalue -0.58873 +0.63923i, modulus 0.86904
Matrix-ODE difference, b=1e-08 bohr: 2.2e-12
ODE, b=1e-08 bohr: -0.58873 +0.63923i, modulus 0.86904, law deviation 6.24 %
ODE, b=1e-12 bohr: -0.67668 +0.67157i, modulus 0.95336, law deviation 1.47 %
ODE, b=1e-16 bohr: -0.70429 +0.67726i, modulus 0.97709, law deviation 0.54 %
```
